# Barrier Distribution in an Amorphous Oxide from Three Conductivities

## The problem

In one picture of an amorphous oxide semiconductor, the lower edge of the conduction band is uneven, and electrons of low energy meet potential barriers of different heights. Consider this model of a film:

- Current flows along many independent parallel paths, each limited by one barrier of height $\phi$. A path contributes in proportion to $\sigma_0e^{-\beta\phi}$, where $\beta=1/(k_BT)$.
- The heights have a Gaussian distribution with mean $\phi_0$ and standard deviation $s$.
- The parameters $\sigma_0$, $\phi_0$ and $s$ do not depend on temperature.

Energies are in eV, so $\beta$ is in 1/eV. The data below were computed from this model and rounded to four significant figures.

| $T$ (K) | $\beta$ (1/eV) | $\sigma$ (S/cm) | $y=\ln[\sigma/(\mathrm{S/cm})]$ |
|---|---|---|---|
| 300 | 38.6817 | 0.2819 | −1.26620 |
| 200 | 58.0226 | 0.05923 | −2.82633 |
| 150 | 77.3635 | 0.01445 | −4.23706 |

The rows are numbered 1, 2, 3 from the top.

## (a) Find $\ln\sigma$ as a function of $\beta$. When can the result be trusted?

**Answer.** Parallel conductances add, so the conductivity is the arithmetic mean

$$\sigma=\frac{\sigma_0}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\left[-\frac{(\phi-\phi_0)^2}{2s^2}-\beta\phi\right]d\phi .$$

To complete the square, expand

$$\frac{(\phi-\phi_0+s^2\beta)^2}{2s^2}=\frac{(\phi-\phi_0)^2}{2s^2}+\beta(\phi-\phi_0)+\frac{s^2\beta^2}{2}.$$

The exponent in the integral is therefore

$$-\frac{(\phi-\phi_0+s^2\beta)^2}{2s^2}-\beta\phi_0+\frac{s^2\beta^2}{2}.$$

The first term is a shifted Gaussian, whose integral cancels the factor $1/(s\sqrt{2\pi})$. Hence

$$\ln\sigma=\ln\sigma_0-\phi_0\beta+\tfrac12s^2\beta^2 .$$

For $s\to0$ this is the Arrhenius law. A finite width raises the conductivity, because low barriers gain more current than high ones lose.

The barriers that carry the current are centred at $\phi_0-s^2\beta$, which moves down on cooling. The integral includes negative heights, where $e^{-\beta\phi}$ exceeds one although a missing barrier cannot enhance the flow. The result is thus reliable while $\phi_0-s^2\beta$ lies several $s$ above zero. It certainly fails once $\beta>\phi_0/s^2$, where the formula makes the conductivity rise on further cooling.

## (b) Express the three parameters through divided differences of $y$ in $\beta$.

**Answer.** Define

$$D_{12}=\frac{y_2-y_1}{\beta_2-\beta_1},\qquad D_{23}=\frac{y_3-y_2}{\beta_3-\beta_2},\qquad D_{123}=\frac{D_{23}-D_{12}}{\beta_3-\beta_1}.$$

Insert the law from (a). The constant cancels, and $\beta_2^2-\beta_1^2=(\beta_2-\beta_1)(\beta_2+\beta_1)$, so

$$D_{12}=-\phi_0+\tfrac12s^2(\beta_1+\beta_2),\qquad D_{23}=-\phi_0+\tfrac12s^2(\beta_2+\beta_3).$$

Subtraction removes $\phi_0$ and leaves $D_{23}-D_{12}=\tfrac12s^2(\beta_3-\beta_1)$. Therefore

$$s^2=2D_{123}.$$

Put this into $D_{12}$, and then use the law at the first temperature:

$$\phi_0=-D_{12}+D_{123}(\beta_1+\beta_2),\qquad \ln\sigma_0=y_1+\phi_0\beta_1-D_{123}\beta_1^2 .$$

Three distinct temperatures suffice, since one parabola passes through three points. The second difference must be positive. A value that is negative by clearly more than its error would require $s^2<0$ and rules out this formula for the data.

## (c) Evaluate the parameters, and predict the conductivity at 250 K.

**Answer.** The spacing of $\beta$ is $h=19.3409$ per eV in both intervals. The first differences are

$$D_{12}=\frac{-2.82633+1.26620}{19.3409}=-0.08067\ \mathrm{eV},$$

$$D_{23}=\frac{-4.23706+2.82633}{19.3409}=-0.07294\ \mathrm{eV}.$$

An Arrhenius plot would thus give a barrier of 81 meV in the upper interval and 73 meV in the lower one. Both lie below $\phi_0$, by the term $\tfrac12s^2(\beta_i+\beta_j)$ found in (b).

With unrounded first differences,

$$D_{123}=1.997\times10^{-4}\ \mathrm{eV^2},\qquad s=\sqrt{3.994\times10^{-4}}\ \mathrm{eV}=19.98\ \mathrm{meV}.$$

The mean barrier and prefactor follow:

$$\phi_0=0.080665+1.9968\times10^{-4}\,(38.6817+58.0226)=0.09997\ \mathrm{eV},$$

$$\ln[\sigma_0/(\mathrm{S/cm})]=-1.2662+3.8672-0.2988=2.3022,\qquad \sigma_0=9.996\ \mathrm{S/cm}.$$

The data were generated with $\phi_0=100$ meV, $s=20$ meV and $\sigma_0=10$ S/cm. The small differences come from rounding the conductivities.

At 250 K, $\beta=38.6817\times300/250=46.418$ per eV. The recovered parameters give $\sigma=0.14835$ S/cm, while direct integration over the original barrier distribution gives 0.14833 S/cm.

At 150 K the centre of the current-carrying barriers lies $(0.100-0.0004\times77.36)/0.020=3.45$ widths above zero. If negative barriers are given a transmission of one, the recovered width is 19.996 meV instead of 20 meV, so the unphysical tail is harmless here. The turning point $\beta=\phi_0/s^2=250$ per eV corresponds to about 46 K, far below the data.

## (d) Each conductivity has an independent random error of 1 %. Find the standard errors of the parameters.

**Answer.** The three values of $\beta$ are $2h$, $3h$ and $4h$, because $1/300$, $1/200$ and $1/150$ are in the ratio $2:3:4$. Thus $D_{123}=(y_1-2y_2+y_3)/(2h^2)$, and

$$s^2=\frac{y_1-2y_2+y_3}{h^2}.$$

With $\beta_1+\beta_2=5h$,

$$\phi_0=\frac{y_1-y_2}{h}+\frac{5(y_1-2y_2+y_3)}{2h}=\frac{3.5y_1-6y_2+2.5y_3}{h}.$$

With $\beta_1=2h$,

$$\ln\sigma_0=y_1+2(3.5y_1-6y_2+2.5y_3)-2(y_1-2y_2+y_3)=6y_1-8y_2+3y_3 .$$

A small relative error $\varepsilon$ in $\sigma$ is an error $\varepsilon$ in $y$. Independent errors add in squares, and the squared weights sum to $1+4+1=6$, to $12.25+36+6.25=54.5$, and to $36+64+9=109$. Since $\delta(s^2)=2s\,\delta s$ to first order,

$$\delta s=\frac{\sqrt6\,\varepsilon}{2h^2s},\qquad \delta\phi_0=\frac{\sqrt{54.5}\,\varepsilon}{h},\qquad \delta\ln\sigma_0=\sqrt{109}\,\varepsilon .$$

For $\varepsilon=0.01$ these are 1.6 meV, 3.8 meV and 0.104. An error of 1 % in the data becomes about 8 % in the width and 10 % in the prefactor. The prefactor suffers because it is an extrapolation to $\beta=0$. The width error grows as $1/s$, so a narrow distribution is hard to tell from a single barrier.

## (e) Suppose the true prefactor is proportional to $T^p$. How does the apparent width change for $p=-1/2$, and would a measurement at 250 K reveal it?

**Answer.** Apart from a constant, the extra term in $y$ is $p\ln T=-p\ln\beta$, again up to a constant. Its contribution to the apparent $s^2$ is

$$\Delta(s^2)=-\frac{p}{h^2}(\ln2-2\ln3+\ln4)=\frac{p\ln(9/8)}{h^2}.$$

For $p=-1/2$ this is $-1.57\times10^{-4}\ \mathrm{eV^2}$, or $-157\ \mathrm{meV^2}$. The apparent $s^2$ falls from 400 to $243\ \mathrm{meV^2}$, and the width from 20 to 15.6 meV. The apparent mean barrier falls to 81.9 meV.

At 250 K, $\beta=2.4h$. The parabola through the points at $2h$, $3h$ and $4h$ has the interpolation weights

$$\frac{(-0.6)(-1.6)}{2}=0.48,\qquad \frac{(0.4)(-1.6)}{-1}=0.64,\qquad \frac{(0.4)(-0.6)}{2}=-0.12 .$$

For the function $\ln(\beta/h)$ it predicts $0.48\ln2+0.64\ln3-0.12\ln4=0.8695$, while the true value is $\ln2.4=0.8755$. The extra term is half this function, so the prediction misses by 0.003, or 0.3 % of the conductivity. Noise of 1 % hides this. A good fit, even at a fourth temperature inside the range, does not secure the width.

## (f) The electron density is fixed. Estimate the effect of the moving chemical potential.

Take $\sigma_0=en\mu_b$ with a band mobility $\mu_b=10$ cm²/Vs, and a parabolic band with effective mass $m=0.34$ electron masses. Measure barrier heights from the zero-temperature Fermi energy $E_F$. Solving for the density with Fermi–Dirac statistics gives $\eta=\mu/(k_BT)=0.663$, $1.625$ and $2.465$ at 300, 200 and 150 K, where the chemical potential $\mu$ and $E_F$ are counted from the band bottom.

**Answer.** The density is $n=\sigma_0/(e\mu_b)=6.24\times10^{18}$ cm⁻³, and

$$E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m}=36.4\ \mathrm{meV}.$$

A barrier top lies at $E_F+\phi$. For tops well above $\mu$, the occupation there is the Boltzmann factor $e^{-\beta(E_F+\phi-\mu)}$. Compared with $e^{-\beta\phi}$, it adds $\eta-\beta E_F$ to $y$. The part linear in $\beta$ has no second difference, so

$$\Delta(s^2)=\frac{0.663-2(1.625)+2.465}{h^2}=\frac{-0.122}{374.1}\ \mathrm{eV^2}\approx-3.3\times10^{-4}\ \mathrm{eV^2}.$$

With unrounded $\eta$ the apparent $s^2$ is $71\ \mathrm{meV^2}$, a width of 8.4 meV instead of 20 meV. The apparent mean barrier is 71 meV. These values use the Boltzmann factor for all barriers. The lowest tops are close enough to $\mu$ for the full Fermi function to matter: it lowers the apparent $s^2$ further, to about $52\ \mathrm{meV^2}$, a width of 7.2 meV. If $\sigma_0$ is constant and both $n$ and $m$ are known, subtracting $\eta-\beta E_F$ from $y$ before taking differences removes most of the shift. For data that follow the full Fermi function, the corrected $s^2$ is about $381\ \mathrm{meV^2}$, a width of 19.5 meV.

The constant $\sigma_0$ is an important condition. For thermal emission over a wide barrier with a flat top, the number of transverse states open to an electron grows in proportion to its energy $E$ above the top. The thermal average $\int_0^\infty E\,\beta e^{-\beta E}\,dE=k_BT$ then makes the prefactor proportional to $T$. By (e) with $p=1$, this adds $\ln(9/8)/h^2=315\ \mathrm{meV^2}$ to the apparent $s^2$ and nearly cancels the shift found here. The chemical potential and the prefactor must therefore be corrected together.

## (g) In a film thick enough to conduct in three dimensions, current must also cross barriers in series. What does this do to the quadratic term?

Model the film as a cubic network of independent random conductances $g=e^{-\beta\phi}$, leaving out the common factor $\sigma_0$. Begin with weak disorder, $s\beta\ll1$.

**Answer.** Write $g=\bar g(1+\delta)$, where $\bar g$ is the mean and $\langle\delta\rangle=0$. Apply a mean voltage drop of one per bond along the field.

Consider one bond with deviation $\delta$. At first order it carries an extra current $\bar g\delta$, taken from its starting node and delivered to its end node. The surrounding network must return this current. In a uniform cubic lattice, a current injected at a node divides equally among six bonds. Extraction at the neighbouring node adds an equal current in the shared bond, so that bond carries one third of the total. The resistance between neighbours is therefore $1/(3\bar g)$, and the drop across the deviating bond becomes $1-\delta/3$.

Other bonds also alter this drop, but their deviations are independent of $\delta$ and average out at this order. Second-order changes of the drop average to zero because the mean drop is fixed. The network conductivity is

$$\bar g\langle(1+\delta)(1-\delta/3)\rangle=\bar g\left(1-\tfrac13\langle\delta^2\rangle\right).$$

From (a), $\ln\bar g=-\beta\phi_0+\tfrac12s^2\beta^2$. To leading order $\langle\delta^2\rangle=s^2\beta^2$. Restoring $\sigma_0$,

$$\ln\sigma\approx\ln\sigma_0-\beta\phi_0+\left(\tfrac12-\tfrac13\right)s^2\beta^2=\ln\sigma_0-\beta\phi_0+\tfrac16s^2\beta^2 .$$

The apparent $s^2$ is one third of the true one. Numerical solution of six pairs of periodic networks with $16^3$ nodes, at $s\beta=0.3$, gave a coefficient of 0.162. Other random samples, with $10^3$ to $26^3$ nodes, give 0.164 to 0.168, so the result agrees with $1/6$ within a sampling scatter of a few per cent.

In the example $s\beta$ runs from 0.77 to 1.55, so disorder is not weak. The same networks then gave an apparent $s^2$ of $60\ \mathrm{meV^2}$, below the $133\ \mathrm{meV^2}$ of the weak-disorder law. The apparent width is 7.8 meV for a true width of 20 meV, while the apparent mean barrier, 97.9 meV, hardly moves. These values carry sampling scatter: other samples with $10^3$ to $26^3$ nodes give an apparent $s^2$ of 58 to $61\ \mathrm{meV^2}$, a width of 7.6 to 7.8 meV and a mean barrier of 97.7 to 97.9 meV. The network values below are uncertain by the same $2\ \mathrm{meV^2}$ or so.

In the Boltzmann approximation, the chemical-potential factor of (f) is common to all bonds. For constant $\sigma_0$ its shift then adds to the apparent $s^2$ of the network: $60-329=-269\ \mathrm{meV^2}$. With the full Fermi function on each bond the value is slightly more negative, about $-290\ \mathrm{meV^2}$. A negative second difference therefore rejects the three-parameter formula, but not the presence of barriers.

## (h) When does tunnelling matter, and what do the recovered numbers say about a real film?

**Answer.** Under a square barrier that rises $\phi_0$ above the electron's energy, the wave decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\phi_0}/\hbar=0.945$ per nm. Apart from a prefactor, the transmission through a thickness $d$ is $e^{-2\kappa d}$. It equals the thermal factor $e^{-\beta\phi_0}$ at

$$d=\frac{\beta\phi_0}{2\kappa},$$

which is 2.0 nm at 300 K and 4.1 nm at 150 K. These are lower estimates, because they compare exponents at a single energy. Summed over all electron energies for the same square barrier, the tunnelling and thermal currents become equal only near 4 nm at 300 K and 6 nm at 150 K. These lengths include quantum reflection of electrons above the top; with unit transmission there they are about 3.3 and 5.4 nm. Thermal crossing dominates only for clearly thicker barriers: tunnelling falls to a fifth of the thermal current near 5.3 nm at 300 K and 7.6 nm at 150 K. Cooling makes the condition stricter.

Taken one by one, the parameters are in the rough range used for amorphous In–Ga–Zn–O films: barriers of some tens of meV to about 100 meV, widths of some tens of meV or less, and mobilities of order 10 cm²/Vs. Together they do not describe a typical film. At the density of (f), the ratio $\sigma/(en)$ is only 0.28 cm²/Vs at 300 K and 0.014 cm²/Vs at 150 K, whereas films with so many electrons usually keep a mobility of order 10 cm²/Vs that varies little with temperature. The example therefore illustrates the analysis, not a particular material. Real films also need not satisfy the assumptions of parallel paths and a fixed chemical potential. For the example's numbers and a constant prefactor, breaking either one alone lowers the apparent width from 20 meV to 7 or 8 meV, a change far larger than the 1.6 meV due to 1 % noise. A prefactor proportional to $T$ would nearly cancel the effect of the chemical potential, as shown in (f). The recovered $s$ is thus a parameter of the parallel-path model. To read it as the spread of barriers in the material, one must first establish how the current flows and how the carrier density and prefactor vary with temperature. The numerical output lists the main values used here.

## Calculated quantities

```
Generating mean barrier: 100.0 meV
Generating width: 20.0 meV
Generating prefactor: 10.0 S/cm
T = 300 K: beta = 38.6817 1/eV, sigma = 0.2819 S/cm, ln(sigma/(S/cm)) = -1.26620
T = 200 K: beta = 58.0226 1/eV, sigma = 0.05923 S/cm, ln(sigma/(S/cm)) = -2.82633
T = 150 K: beta = 77.3635 1/eV, sigma = 0.01445 S/cm, ln(sigma/(S/cm)) = -4.23706
Spacing h in beta: 19.3409 1/eV
First difference 300-200 K: -0.080665 eV
First difference 200-150 K: -0.072941 eV
Second difference: 1.99683e-04 eV^2
Recovered s^2: 3.99366e-04 eV^2
Recovered width: 19.98 meV
Recovered mean barrier: 99.97 meV
Recovered ln(sigma0/(S/cm)): 2.3022
Recovered prefactor: 9.996 S/cm
Predicted sigma at 250 K: 0.14835 S/cm
Integrated sigma at 250 K: 0.14833 S/cm
Assumed noise per conductivity: 1.0 %
Standard error of width: 1.64 meV
Standard error of mean barrier: 3.82 meV
Standard error of ln sigma0: 0.104
Shifted centre above zero at 150 K: 3.45 widths
Width with negative barriers capped: 19.996 meV
Apparent values if an omitted effect is present:
  T^(-1/2) prefactor: s^2 = 242.6 meV^2, phi0 = 81.9 meV
  moving chemical potential: s^2 = 71.3 meV^2, phi0 = 70.7 meV
  3D network: s^2 = 60.1 meV^2, phi0 = 97.9 meV
Model s^2 for comparison: 400.0 meV^2
Band mobility used: 10.0 cm2/Vs
Effective mass used: 0.34 electron masses
Electron density: 6.242e+18 cm^-3
Zero-temperature Fermi energy: 36.4 meV
Chemical potential/(kB T) at 300 K: 0.663
Chemical potential/(kB T) at 200 K: 1.625
Chemical potential/(kB T) at 150 K: 2.465
Weak-disorder network coefficient: 0.1619 (theory 0.1667)
Tunnelling decay constant kappa: 0.945 1/nm
Tunnelling-thermal crossover at 300 K: 2.05 nm
Tunnelling-thermal crossover at 150 K: 4.09 nm
```
